# Why a Field at Fixed Voltage Favours Lamellae That Contain It

A molten diblock copolymer film lies between two flat electrodes. Its two blocks have separated into alternating layers, and these may lie flat on the electrodes or stand upright between them. Upright layers, seen from above, form lines that can serve as a patterning mask. A voltage across the electrodes acts differently on the two arrangements because the blocks have different permittivities. How large is the preference, and which arrangement does it favour?

## The system and the potential to be minimised

Let the blocks A and B be linear, isotropic, lossless dielectrics with relative permittivities \(e_A\) and \(e_B\). The layers are flat and equally thick, with sharp interfaces and no free charge. The film fills a gap \(L\) between electrodes of area \(S\), whose width is much greater than \(L\), so effects at the rim are neglected. The voltage \(V\) is held fixed, and so is the average field \(E=V/L\), which points from plate to plate. Temperature, volume and composition are also held fixed when orientations are compared.

The film is a capacitor with capacitance \(C=\epsilon_0 eS/L\), where \(e\) is its effective relative permittivity. Its stored energy, meaning the electrical part of the free energy at fixed temperature, is

\[
U=\tfrac12 CV^2 .
\]

Suppose that a slow rearrangement of the layers changes \(C\) by \(dC\). The plate charge \(Q=CV\) changes by \(V\,dC\), so the source delivers the work \(V\,dQ=V^2dC\). The stored energy rises by \(\tfrac12V^2dC\), which is half of that work. The other half,

\[
V^2dC-\tfrac12V^2dC=\tfrac12V^2dC,
\]

is available to move the layers against friction. A spontaneous change therefore raises \(C\). The quantity that falls is the stored energy minus the work of the source,

\[
\Omega=U-QV=\tfrac12CV^2-CV^2=-\tfrac12CV^2 .
\]

Division by the film volume \(SL\), with \(V=EL\), gives the potential per volume:

\[
w=-\frac{1}{2SL}\,\frac{\epsilon_0 eS}{L}\,E^2L^2=-\tfrac12\epsilon_0 eE^2. \tag{1}
\]

The minus sign decides the answer. The stored energy alone is smallest for the smallest permittivity, whereas \(w\) is smallest for the largest.

The result to be derived is the advantage \(g\) of layers that contain the field direction over layers normal to it:

\[
g=w_\perp-w_\parallel=\frac{\epsilon_0E^2(e_A-e_B)^2}{4(e_A+e_B)} . \tag{2}
\]

Here \(\parallel\) means that the field lies in the layer planes (standing layers), and \(\perp\) that it is normal to them (lying layers).

## First derivation: effective permittivities

**Standing layers.** The tangential electric field is continuous across an interface, so both materials carry the same field \(E\). Each fills half the volume, and the average displacement is

\[
\langle D\rangle=\tfrac12\epsilon_0e_AE+\tfrac12\epsilon_0e_BE,
\qquad
e_\parallel=\frac{e_A+e_B}{2}.
\]

**Lying layers.** Without free charge, the normal displacement \(D\) is continuous. The fields are \(E_A=D/(\epsilon_0e_A)\) and \(E_B=D/(\epsilon_0e_B)\), and their average must equal \(E\):

\[
E=\frac{D}{2\epsilon_0}\left(\frac1{e_A}+\frac1{e_B}\right)
=\frac{D}{\epsilon_0}\,\frac{e_A+e_B}{2e_Ae_B}.
\]

Since \(D=\epsilon_0e_\perp E\),

\[
e_\perp=\frac{2e_Ae_B}{e_A+e_B},\qquad
E_A=\frac{2e_B}{e_A+e_B}E,\qquad
E_B=\frac{2e_A}{e_A+e_B}E. \tag{3}
\]

The material with the smaller permittivity carries the larger field.

**Difference.** Over a common denominator,

\[
e_\parallel-e_\perp=\frac{(e_A+e_B)^2-4e_Ae_B}{2(e_A+e_B)}
=\frac{(e_A-e_B)^2}{2(e_A+e_B)} . \tag{4}
\]

By equation (1), \(g=\tfrac12\epsilon_0E^2(e_\parallel-e_\perp)\), and this is equation (2). The square shows that it does not matter which block has the larger permittivity.

**Tilted layers.** Let \(\theta\) be the angle between the field and the layer normal. Wide plates make the average field along the plates zero, so the average field remains \(E\) from plate to plate. Its component normal to the layers is \(E\cos\theta\), and its tangential component is \(E\sin\theta\). Away from the plates, the local tangential field and the local normal displacement are uniform. The average of \(\mathbf D\cdot\mathbf E\) therefore separates into \(\langle D_t\rangle E_t+D_n\langle E_n\rangle\), and

\[
w(\theta)=-\tfrac12\epsilon_0E^2\left(e_\parallel\sin^2\theta+e_\perp\cos^2\theta\right)
=w_\parallel+g\cos^2\theta . \tag{5}
\]

The minimum is at \(\theta=90^\circ\). This condition fixes one angle and no more: the layers may still be turned about the field direction without any change in \(w\). The field makes the layers stand, but it does not choose the direction of the lines seen from above. Something else must do that.

## Second derivation: growing the contrast

The second route uses no effective permittivity. It starts from a uniform film, in which orientation has no meaning, and adds up the change in \(w\) as the two materials are made different.

First we need the change in \(w\) when the local permittivity \(e(\mathbf r)\) changes slightly at fixed voltage. In terms of the local field \(\mathbf E_{\rm loc}\), equation (1) reads

\[
w=-\frac{\epsilon_0}{2SL}\int e\,|\mathbf E_{\rm loc}|^2\,d^3r .
\]

A change \(\delta e\) also alters the field by \(\delta\mathbf E=-\nabla\delta\phi\), where \(\phi\) is the electric potential. To first order,

\[
\delta w=-\frac{\epsilon_0}{2SL}\int\delta e\,|\mathbf E_{\rm loc}|^2d^3r
+\frac{\epsilon_0}{SL}\int e\,\mathbf E_{\rm loc}\cdot\nabla\delta\phi\,d^3r .
\]

Integration by parts turns the last integral into

\[
\oint\delta\phi\,e\,\mathbf E_{\rm loc}\cdot d\mathbf S
-\int\delta\phi\,\nabla\cdot(e\,\mathbf E_{\rm loc})\,d^3r .
\]

The surface term vanishes on the plates, where the potential is held and \(\delta\phi=0\); the rim is neglected. The volume term vanishes because there is no free charge. What remains is

\[
\delta w=-\tfrac12\epsilon_0\left\langle\delta e\,|\mathbf E_{\rm loc}|^2\right\rangle . \tag{6}
\]

The rearrangement of the field does not contribute at first order. Raising the permittivity lowers \(w\) most where the local field is strongest.

Now write

\[
e_A=m+\lambda,\qquad e_B=m-\lambda,\qquad
m=\frac{e_A+e_B}{2},\qquad \lambda=\frac{e_A-e_B}{2},
\]

and let the contrast grow from zero to \(\lambda\) at fixed \(m\) and \(E\). Its running value is \(\lambda'\). In each step \(\delta e=+d\lambda'\) in A and \(-d\lambda'\) in B. Each material fills half the volume, so equation (6) gives

\[
\frac{dw}{d\lambda'}=-\frac{\epsilon_0}{4}\left(E_A^2-E_B^2\right). \tag{7}
\]

**Standing layers.** Here \(E_A=E_B=E\) at every stage, so \(dw/d\lambda'=0\). The potential stays at the value for the uniform film, \(-\tfrac12\epsilon_0mE^2\).

**Lying layers.** Continuity of \(D\) requires \((m+\lambda')E_A=(m-\lambda')E_B\), and the average requires \(E_A+E_B=2E\). These two equations give

\[
E_A=\frac{m-\lambda'}{m}E,\qquad E_B=\frac{m+\lambda'}{m}E .
\]

Therefore

\[
E_A^2-E_B^2=\frac{(m-\lambda')^2-(m+\lambda')^2}{m^2}E^2=-\frac{4\lambda'}{m}E^2,
\qquad
\frac{dw}{d\lambda'}=\frac{\epsilon_0E^2\lambda'}{m}.
\]

Integration from zero to \(\lambda\) gives the rise of the lying film above the uniform one. Since the standing film has not moved, this rise is \(g\):

\[
g=\frac{\epsilon_0E^2\lambda^2}{2m}
=\frac{\epsilon_0E^2}{2}\,\frac{(e_A-e_B)^2/4}{(e_A+e_B)/2}
=\frac{\epsilon_0E^2(e_A-e_B)^2}{4(e_A+e_B)} .
\]

This is equation (2) again, now with a mechanism. In lying layers the field withdraws from the material whose permittivity is being raised and gathers in the one whose permittivity is being lowered. Each step of contrast then costs more than it returns. In standing layers the fields stay equal, and cost and return cancel.

## What each derivation assumes

Both derivations rest on equation (1), and so on a fixed voltage, linear response and the absence of free charge. They do not confirm the source accounting independently of each other.

The first needs the fields in the final state alone. It extends readily to unequal layers. If A fills the fraction \(f\), then \(e_\parallel=fe_A+(1-f)e_B\) and \(e_\perp=e_Ae_B/[(1-f)e_A+fe_B]\). The numerator of their difference is

\[
[fe_A+(1-f)e_B][(1-f)e_A+fe_B]-e_Ae_B=f(1-f)(e_A-e_B)^2,
\]

because the coefficient of \(e_Ae_B\) is \(f^2+(1-f)^2-1=-2f(1-f)\). Hence

\[
e_\parallel-e_\perp=\frac{f(1-f)(e_A-e_B)^2}{(1-f)e_A+fe_B},
\]

which returns to equation (4) at \(f=\tfrac12\).

The second derivation needs the fields at every intermediate contrast, and it needs the potential to be stationary. In return, equation (6) holds for any arrangement of the materials, not just for layers, and it shows how the local field sets the response to each small change of permittivity. It does not assign the preference to one of the blocks. If the contrast is grown by raising \(e_A\) alone from \(e_B\), every contribution to \(g\) comes from A; if it is grown by lowering \(e_B\) alone from \(e_A\), every contribution comes from B. Only the sum is independent of the path.

Two limits help in reading the result. For small contrast, \(g\) is quadratic in \(e_A-e_B\), so halving a small difference at fixed mean reduces the preference fourfold. For \(e_A\gg e_B\), equation (2) tends to \(\epsilon_0E^2e_A/4\): the standing film has permittivity near \(e_A/2\), while the lying film is limited to about \(2e_B\).

If the plates are isolated after charging, \(D\) is fixed instead of \(E\). No source does work, and the stored energy \(D^2/(2\epsilon_0e)\) is itself the potential. Standing layers still win, now by

\[
g_D=\frac{D^2}{2\epsilon_0}\left(\frac1{e_\perp}-\frac1{e_\parallel}\right)
=\frac{D^2(e_A-e_B)^2}{4\epsilon_0e_Ae_B(e_A+e_B)} .
\]

The preferred orientation is the same, but the amount differs. If \(D=\epsilon_0e_\parallel E\), then \(g_D=g\,e_\parallel/e_\perp\).

## A copolymer film in numbers

Take rough values for a molten film of polystyrene (PS, block B) and poly(methyl methacrylate) (PMMA, block A): \(e_A=6.0\), \(e_B=2.5\), temperature 443 K, layer period 40 nm and gap 1000 nm. The voltage is 20 V rms at 1 kHz, which gives \(E=0.20\) MV/cm rms. For an alternating field, equation (1) is averaged over a cycle. The layers move slowly compared with a cycle, so \(E^2\) becomes the square of the rms field.

Because the inputs are rough, digits beyond the second in the results below serve only to let the arithmetic be followed. The permittivities are

\[
e_\parallel=\frac{8.5}{2}=4.25,\qquad e_\perp=\frac{2(6.0)(2.5)}{8.5}=3.529 .
\]

With \(E=2.0\times10^7\) V/m, \(\tfrac12\epsilon_0E^2=1771\) J/m³, and

\[
g=1771\times0.7206\ \text{J/m}^3=1276\ \text{J/m}^3 ,
\]

or 7.96 µeV/nm³. The stored energies are 7526 J/m³ for standing layers and 6250 J/m³ for lying ones. The favoured state stores more energy, as the source accounting requires. With the charge fixed at the value for standing layers, the advantage would be \(1276\times4.25/3.529=1537\) J/m³.

The thermal energy \(k_BT\) is 38.2 meV, which equals the gain of a volume of 4793 nm³, a cube of edge 17 nm. A single chain of molar mass 80 kg/mol at density 1.1 g/cm³ occupies 121 nm³ and gains 0.025 \(k_BT\), which is too little to orient it alone. In a film that turns as a whole, a region of edge 200 nm gains about 1670 \(k_BT\). A cubic grain of this size that turns alone also changes the field around it. If grain and surroundings are treated as uniform anisotropic media, its gain is about 6 % smaller in a lying film and about 6 % larger in a standing one. The field acts on the collective order. This comparison says nothing about how fast a grain can turn.

## Where the model must be corrected

**Diffuse interfaces.** For a smooth profile \(e(z)\) across the layers, the continuity arguments of the first derivation give \(e_\parallel=\langle e\rangle\) and \(e_\perp=1/\langle1/e\rangle\). Write \(e=m(1+x)\) with \(\langle x\rangle=0\). To second order in \(x\), \(\langle1/e\rangle=(1+\langle x^2\rangle)/m\), so \(e_\parallel-e_\perp=m\langle x^2\rangle\). To this order, the preference follows the variance of the permittivity, and blurring reduces the variance.

Let each interface have the shape \(\tanh(2z/b)\) with \(b=5\) nm, and let the permittivity be linear in composition. Inside the layers \(x=\pm x_0\), and across an interface \(x=\pm x_0\tanh(2z/b)\). For sharp layers the integral of \(x^2\) over one period is \(x_0^2\times40\) nm. Relative to this, one interface removes \(x_0^2\int[1-\tanh^2(2z/b)]\,dz=x_0^2b\). Two interfaces per period remove the fraction \(2b/(40\ \text{nm})=25\,\%\). Numerical integration of the full averages gives a loss of 23 %, leaving 981 J/m³.

**Electrode preference.** Let \(\Delta\gamma\) be the difference between the interfacial energies of the two blocks against the electrodes. Standing layers expose both blocks equally at each plate. Lying layers can expose the preferred block at both, and so save \(\Delta\gamma/2\) per plate, or \(\Delta\gamma\) per film area. Standing layers have the lower total if \(gL>\Delta\gamma\). Since \(g\propto E^2\), the threshold field is

\[
E_c=E\sqrt{\frac{\Delta\gamma}{gL}} .
\]

For a rough \(\Delta\gamma=0.50\) mJ/m², the sharp model has \(gL=1.28\) mJ/m² and \(E_c=0.20\sqrt{0.50/1.276}=0.125\) MV/cm. Diffuse interfaces raise this to 0.143 MV/cm. At the example's field, the smallest gap for standing layers is 392 nm with sharp interfaces and 510 nm with diffuse ones. This balance compares only films that stand throughout or lie throughout. It leaves out films with lying layers at the plates and standing ones between them, as well as defects, kinetic barriers and any strain from a gap that does not fit the period.

**Mobile ions.** Let the layers have conductivities \(\sigma_A\) and \(\sigma_B\). In lying layers the total current is continuous:

\[
\epsilon_0e_A\dot E_A+\sigma_AE_A=\epsilon_0e_B\dot E_B+\sigma_BE_B .
\]

After a voltage step \(E\) is constant, so \(E_B=2E-E_A\) and

\[
\epsilon_0(e_A+e_B)\dot E_A=-(\sigma_A+\sigma_B)E_A+2\sigma_BE,
\qquad
\tau=\frac{\epsilon_0(e_A+e_B)}{\sigma_A+\sigma_B} .
\]

With a rough \(\sigma_A=10^{-12}\) S/cm and \(\sigma_B=0\), \(\tau=0.75\) s, and the corresponding frequency \(1/(2\pi\tau)\) is 0.21 Hz. Far below it, if A holds enough mobile ions, they screen A completely, B carries \(2E\), and the real permittivity of lying layers rises to \(2e_B=5.0\). This exceeds the lossless \(e_\parallel=4.25\), but it does not show that lying layers win at a steady voltage, because ions move in standing layers too. There they carry a current from plate to plate or, if the plates block them, gather at the plates and raise the capacitance strongly. Equation (1) assumes no free charge, so neither the lossless preference nor its reversal can be inferred from it for a steady voltage. At 1 kHz the same conductivity, inserted as a complex permittivity, reduces the anisotropy by about one part in ten million. While small, this loss grows as \(\sigma_A^2\): a hundred times the conductivity gives one part in a thousand, and at ten thousand times the lossless treatment fails even at 1 kHz.

**Plates and breakdown.** In tilted layers the local field has a component along the plates that alternates from layer to layer, but a metal plate forces it to zero. This disturbs a thin region at each plate. A finite-element minimisation of the field energy for layers tilted by 45° puts the resulting shift in permittivity at 0.4 % of \(e_\parallel-e_\perp\) for this gap. Breakdown matters more. By equation (3), PS in lying layers carries \(2(6.0)/8.5\times0.20=0.28\) MV/cm rms, with a peak of 0.40 MV/cm. That is 40 % of an assumed rough breakdown field of 1 MV/cm. These values hold for sharp interfaces; the diffuse ones above raise the peak to 0.42 MV/cm. Where tilted interfaces meet a plate, the local field can be higher still, and in the sharp model it diverges at the corners where PMMA fills the obtuse angle. The divergence is weak (at 45° the field grows as \(r^{-0.13}\) with the distance \(r\) from the corner), and diffuse interfaces cut it off. With the 5 nm interfaces above, the largest local field exceeds the lying-layer value by about 3 % for \(\theta\) from 10° to 30°, and it stays below that value at 45° and 60°. The margin to breakdown is therefore slightly smaller than the lying layers alone suggest.

**Beside a real film.** The inputs are rough values, and several depend on the sample. Surface treatment can change \(\Delta\gamma\) greatly, and residual ions set \(\sigma_A\). The hot permittivity of PMMA matters strongly, since

\[
\frac{d\ln g}{d\ln e_A}=\frac{2e_A}{e_A-e_B}-\frac{e_A}{e_A+e_B}=3.43-0.71=2.7 ,
\]

so a small relative error in \(e_A\) appears nearly threefold in \(g\). Real interfaces are not sharp, and for the width assumed here that lowers \(g\) by 23 %. Raising the voltage strengthens the preference as \(E^2\), but the local field in the weaker dielectric rises with it. At fixed materials and gap, the window in this lossless model therefore lies between the threshold set by the electrodes and the breakdown of PS. Defects and slow kinetics can narrow it in a real film.

Numbers in the example were calculated in double precision.
